# Born, Callen and Szigeti charges from electrical boundary conditions: a program that tests the result

```python
"""Born, Callen and Szigeti charges of a cubic crystal.

Result under test: a uniform sublattice displacement u produces the cell
dipole Z_L e u, with Z_L = Z / (1 + L (eps - 1)), when the macroscopic field
is E = -L P / eps0.  Z is the Born charge and eps the clamped-ion relative
permittivity.  L = 0: Born charge; L = 1: Callen charge Z/eps;
L = 1/3 (sphere): Szigeti charge 3 Z / (eps + 2).

Microscopic model: site i carries a driven dipole z_i e u plus an induced
dipole alpha_i E_i, where E_i is the field of all other dipoles and of any
applied field.  Dipoles sit at the lattice sites.  Polarizabilities are given
as volumes alpha / (4 pi eps0).  Static field gradients caused by the surface
of a finite sample are not part of the model.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfftn, irfftn
from scipy.integrate import quad
from scipy.optimize import brentq

e, eps0 = const.e, const.epsilon_0


def lattice_sums(half_offset):
    """Field per dipole of a simple cubic lattice of unit spacing, summed
    plane by plane along z: (x dipoles, z dipoles), units 1/(4 pi eps0 a^3).
    A smooth in-plane cutoff is completed by the integral it leaves out."""
    hx, hy, hz = np.array(half_offset) / 2
    cutoff = 30.0
    index = np.arange(-75, 76)
    x, y = np.meshgrid(index + hx, index + hy, indexing="ij")
    rho2 = x**2 + y**2
    weight = np.exp(-(rho2 / cutoff**2)**2)
    sum_x = sum_z = 0.0
    for plane in range(-5, 6):
        z = plane + hz
        r2 = rho2 + z**2
        inverse_r5 = np.where(r2 > 0, r2, np.inf)**-2.5

        def left_out(t):
            s2 = (cutoff * t)**2
            kernel = (2 * z**2 - s2) / (s2 + z**2)**2.5
            return -2 * np.pi * cutoff**2 * t * kernel * np.expm1(-t**4)

        rest = quad(left_out, 0, np.inf, limit=200)[0]
        sum_x += np.sum(weight * (3 * x**2 - r2) * inverse_r5) - rest / 2
        sum_z += np.sum(weight * (3 * z**2 - r2) * inverse_r5) + rest
    return sum_x, sum_z


table = {(i, j, k): lattice_sums((i, j, k))
         for i in (0, 1) for j in (0, 1) for k in (0, 1)}


def coupling(sites, direction):
    """Sublattice coupling matrix; direction 0 = in plane, 1 = normal."""
    return np.array([[table[tuple((np.array(a) - np.array(b)) % 2)][direction]
                      for b in sites] for a in sites])


def respond(matrix, volumes, driven, applied):
    """Self-consistent site dipoles and site fields in a slab interior."""
    system = np.eye(len(volumes)) - volumes[:, None] * matrix
    dipoles = np.linalg.solve(system, driven + volumes * applied)
    return dipoles, applied + matrix @ dipoles


# Rocksalt model: chosen parameters
spacing = 0.28e-9
volume_cation, volume_anion = 1.0e-30, 3.0e-30
nominal_charge, deformation_charge = 1.0, -0.2
cell_volume = 2 * spacing**3
edge = 2 * spacing
sites = list(table)
is_cation = np.array([sum(site) % 2 == 0 for site in sites])
volumes = np.where(is_cation, volume_cation, volume_anion) / edge**3
driven = np.where(is_cation, nominal_charge, deformation_charge)
driven_charge = driven.sum() / 4
in_plane, normal = coupling(sites, 0), coupling(sites, 1)

# Lorentz factor at each site due to each sublattice
lorentz_cation = in_plane[:, is_cation].sum(axis=1) / (16 * np.pi)
lorentz_anion = in_plane[:, ~is_cation].sum(axis=1) / (16 * np.pi)
assert np.allclose(lorentz_cation, 1 / 3, atol=1e-4)
assert np.allclose(lorentz_anion, 1 / 3, atol=1e-4)

zero = np.zeros(8)
dip_t, field_t = respond(in_plane, volumes, driven, 0.0)
dip_l, field_l = respond(normal, volumes, driven, 0.0)
dip_e, field_e = respond(in_plane, volumes, zero, 1.0)
dip_d, field_d = respond(normal, volumes, zero, 1.0)
born = dip_t.sum() / 4
callen_direct = dip_l.sum() / 4
eps = 1 + 4 * np.pi * dip_e.sum()
callen = born / eps
szigeti = 3 * born / (eps + 2)
assert abs(callen_direct / callen - 1) < 1e-3
assert abs(szigeti / driven_charge - 1) < 1e-3

# Force per applied field: E in plane, D/eps0 along the normal
force_born = driven @ field_e / 4
force_callen = driven @ field_d / 4
assert abs(force_born / born - 1) < 1e-3
assert abs(force_callen / callen - 1) < 1e-3

# Finite samples: ions on a cubic grid, dipole fields by padded convolution
width, padded = 31, 64
offsets = np.fft.fftfreq(padded, 1 / padded)
grid = np.array(np.meshgrid(offsets, offsets, offsets, indexing="ij"))
r2 = np.sum(grid**2, axis=0)
r2[0, 0, 0] = 1.0
inverse_r5 = r2**-2.5
inverse_r5[0, 0, 0] = 0.0
kernel = np.array([[rfftn((3 * grid[a] * grid[b] - (a == b) * r2) * inverse_r5)
                    for b in range(3)] for a in range(3)])


def dipole_field(dipoles):
    size, axes = (padded,) * 3, (1, 2, 3)
    spectrum = rfftn(dipoles, s=size, axes=axes)
    product = np.array([sum(kernel[a, b] * spectrum[b] for b in range(3))
                        for a in range(3)])
    full = irfftn(product, s=size, axes=axes)
    return full[:, :width, :width, :width]


def finite_sample(semi_xy, semi_z, displaced, applied):
    """Core averages (cation, anion) of z dipole and z field, and ion count.
    Conjugate gradients solve for the induced dipoles."""
    line = np.arange(width) - width // 2
    x, y, z = np.meshgrid(line, line, line, indexing="ij")
    level = (x**2 + y**2) / semi_xy**2 + z**2 / semi_z**2
    inside, core = level <= 1, level <= 0.36
    cation = (x + y + z) % 2 == 0
    root = inside * np.sqrt(np.where(cation, volume_cation, volume_anion)
                            / spacing**3)
    source = np.zeros((3, width, width, width))
    source[2] = displaced * inside * np.where(cation, nominal_charge,
                                             deformation_charge)
    external = np.zeros_like(source)
    external[2] = applied
    residual = root * (external + dipole_field(source))
    solution = np.zeros_like(source)
    search = residual.copy()
    norm2 = np.sum(residual**2)
    target = 1e-12 * norm2
    for _ in range(80):
        image = search - root * dipole_field(root * search)
        step = norm2 / np.sum(search * image)
        solution += step * search
        residual -= step * image
        new_norm2 = np.sum(residual**2)
        if new_norm2 < target:
            break
        search = residual + new_norm2 / norm2 * search
        norm2 = new_norm2
    assert new_norm2 < target
    total = source + root * solution
    local = external + dipole_field(total)
    groups = (core & cation, core & ~cation)
    return (np.array([total[2][g].mean() for g in groups]),
            np.array([local[2][g].mean() for g in groups]), int(inside.sum()))


pair_driven = np.array([nominal_charge, deformation_charge])
sphere_dip, sphere_field, sphere_ions = finite_sample(15.5, 15.5, 1.0, 0.0)
_, sphere_applied, _ = finite_sample(15.5, 15.5, 0.0, 1.0)
oblate_dip, _, oblate_ions = finite_sample(15.5, 7.75, 1.0, 0.0)
sphere_charge = sphere_dip.sum()
sphere_force = pair_driven @ sphere_applied
oblate_charge = oblate_dip.sum()
# depolarization factor along the short axis, semi-axes 2 : 2 : 1
oblate_factor = quad(lambda s: 2 / ((s + 4) * (s + 1)**1.5), 0, np.inf)[0]
oblate_formula = born / (1 + oblate_factor * (eps - 1))
# tolerances: stepped surfaces matter at order spacing / semi-axis
assert abs(sphere_charge / szigeti - 1) < 0.03
assert abs(sphere_force / szigeti - 1) < 0.03
assert abs(oblate_charge / oblate_formula - 1) < 0.04

# Added stiffness relative to E = 0, from site fields and from the charges
coulomb = e**2 / (4 * np.pi * eps0)
k_transverse = -driven @ field_t / 4 * coulomb / edge**3
k_slab = -driven @ field_l / 4 * coulomb / edge**3 - k_transverse
k_sphere = -pair_driven @ sphere_field * coulomb / spacing**3 - k_transverse
k_slab_formula = born * callen * e**2 / (eps0 * cell_volume)
k_sphere_formula = born * szigeti * e**2 / (3 * eps0 * cell_volume)
assert abs(k_slab / k_slab_formula - 1) < 1e-3
assert abs(k_sphere / k_sphere_formula - 1) < 0.04

# Mode frequencies against roots of the frequency-dependent permittivity
reduced_mass = 20 * const.atomic_mass
f_to = 5.0e12
f_lo = np.sqrt(f_to**2 + k_slab_formula / reduced_mass / (2 * np.pi)**2)
f_sphere = np.sqrt(f_to**2 + k_sphere_formula / reduced_mass / (2 * np.pi)**2)


def permittivity(f):
    """Polarization of the driven oscillator in a field of unit amplitude."""
    amplitude = born * e / (reduced_mass * (2 * np.pi)**2 * (f_to**2 - f**2))
    return eps + born * e * amplitude / (cell_volume * eps0)


root_lo = brentq(permittivity, 1.001 * f_to, 10 * f_to)
root_sphere = brentq(lambda f: permittivity(f) + 2, 1.001 * f_to, 10 * f_to)
assert abs(root_lo / f_lo - 1) < 1e-8
assert abs(root_sphere / f_sphere - 1) < 1e-8

# Perovskite point-ion lattice: A, B and three O sites, B displaced
perovskite = [(0, 0, 0), (1, 1, 1), (1, 1, 0), (1, 0, 1), (0, 1, 1)]
pv_edge = 0.40e-9
pv_volumes = np.array([1.5, 0.2, 1.5, 1.5, 1.5]) * 1e-30 / pv_edge**3
pv_driven = np.array([0.0, 4.0, 0.0, 0.0, 0.0])
pv_in, pv_normal = coupling(perovskite, 0), coupling(perovskite, 1)
pv_born = respond(pv_in, pv_volumes, pv_driven, 0.0)[0].sum()
pv_callen = respond(pv_normal, pv_volumes, pv_driven, 0.0)[0].sum()
pv_eps = 1 + 4 * np.pi * respond(pv_in, pv_volumes, np.zeros(5), 1.0)[0].sum()
pv_szigeti = 3 * pv_born / (pv_eps + 2)
pv_lorentz = pv_in[2:, 1] / (4 * np.pi)
assert abs(pv_callen * pv_eps / pv_born - 1) < 1e-3
assert abs(pv_szigeti / pv_driven.sum() - 1) > 0.05

# Worked numbers for a cation displacement of 1 pm
u = 1e-12
print("ROCKSALT MODEL (charges in units of e)")
print(f"neighbour distance = {spacing * 1e9:.2f} nm")
print(f"cell volume = {cell_volume * 1e27:.6f} nm^3")
print(f"polarizability volume, cation = {volume_cation * 1e27:.3f} nm^3")
print(f"polarizability volume, anion = {volume_anion * 1e27:.3f} nm^3")
print(f"nominal cation charge = {nominal_charge:.2f}")
print(f"deformation charge = {deformation_charge:.2f}")
print(f"sum of driven charges = {driven_charge:.4f}")
print(f"Lorentz factor, cation sublattice = {lorentz_cation.mean():.5f}")
print(f"Lorentz factor, anion sublattice = {lorentz_anion.mean():.5f}")
print(f"electronic relative permittivity = {eps:.4f}")
print(f"Born charge, in-plane slab response = {born:.4f}")
print(f"Callen charge, normal slab response = {callen_direct:.4f}")
print(f"Callen charge, formula = {callen:.4f}")
print(f"Szigeti charge, formula = {szigeti:.4f}")
print(f"force / (e E), in-plane field = {force_born:.4f}")
print(f"force / (e D/eps0), normal field = {force_callen:.4f}")
print("FINITE SAMPLES (core averages)")
print(f"ions in sphere = {sphere_ions}")
print(f"sphere: dipole charge = {sphere_charge:.4f}")
print(f"sphere: force / (e applied field) = {sphere_force:.4f}")
print(f"ions in 2:2:1 spheroid = {oblate_ions}")
print(f"spheroid: depolarization factor = {oblate_factor:.4f}")
print(f"spheroid: dipole charge = {oblate_charge:.4f}")
print(f"spheroid: charge from formula = {oblate_formula:.4f}")
print(f"CATION DISPLACEMENT = {u * 1e12:.1f} pm")
for name, charge, factor in (("E = 0", born, 0.0), ("D = 0", callen, 1.0),
                             ("sphere", szigeti, 1 / 3)):
    polarization = charge * e * u / cell_volume
    field = -factor * polarization / eps0 + 0.0
    print(f"{name}: polarization = {polarization * 1e3:.4f} mC/m^2")
    print(f"{name}: macroscopic field = {field / 1e6:.2f} MV/m")
print("ADDED STIFFNESS AND MODES")
print(f"slab normal, site fields = {k_slab:.3f} N/m")
print(f"slab normal, formula = {k_slab_formula:.3f} N/m")
print(f"sphere, site fields = {k_sphere:.3f} N/m")
print(f"sphere, formula = {k_sphere_formula:.3f} N/m")
print(f"reduced mass = {reduced_mass / const.atomic_mass:.1f} u")
print(f"TO frequency (chosen) = {f_to / 1e12:.3f} THz")
print(f"LO frequency = {f_lo / 1e12:.3f} THz")
print(f"root of permittivity = 0: {root_lo / 1e12:.3f} THz")
print(f"sphere-mode frequency = {f_sphere / 1e12:.3f} THz")
print(f"root of permittivity = -2: {root_sphere / 1e12:.3f} THz")
print("PEROVSKITE MODEL (B site displaced, charges in units of e)")
print(f"driven charge = {pv_driven.sum():.2f}")
print("Lorentz factors at O due to B =",
      ", ".join(f"{value:.4f}" for value in pv_lorentz))
print(f"electronic relative permittivity = {pv_eps:.4f}")
print(f"Born charge = {pv_born:.4f}")
print(f"Callen charge, normal slab response = {pv_callen:.4f}")
print(f"Callen charge, formula = {pv_born / pv_eps:.4f}")
print(f"Szigeti charge, formula = {pv_szigeti:.4f}")
print("all good")
```

Printed output:

```
ROCKSALT MODEL (charges in units of e)
neighbour distance = 0.28 nm
cell volume = 0.043904 nm^3
polarizability volume, cation = 0.001 nm^3
polarizability volume, anion = 0.003 nm^3
nominal cation charge = 1.00
deformation charge = -0.20
sum of driven charges = 0.8000
Lorentz factor, cation sublattice = 0.33333
Lorentz factor, anion sublattice = 0.33333
electronic relative permittivity = 2.8515
Born charge, in-plane slab response = 1.2937
Callen charge, normal slab response = 0.4537
Callen charge, formula = 0.4537
Szigeti charge, formula = 0.8000
force / (e E), in-plane field = 1.2937
force / (e D/eps0), normal field = 0.4537
FINITE SAMPLES (core averages)
ions in sphere = 15515
sphere: dipole charge = 0.8030
sphere: force / (e applied field) = 0.8057
ions in 2:2:1 spheroid = 7763
spheroid: depolarization factor = 0.5272
spheroid: dipole charge = 0.6617
spheroid: charge from formula = 0.6547
CATION DISPLACEMENT = 1.0 pm
E = 0: polarization = 4.7212 mC/m^2
E = 0: macroscopic field = 0.00 MV/m
D = 0: polarization = 1.6557 mC/m^2
D = 0: macroscopic field = -187.00 MV/m
sphere: polarization = 2.9194 mC/m^2
sphere: macroscopic field = -109.91 MV/m
ADDED STIFFNESS AND MODES
slab normal, site fields = 38.760 N/m
slab normal, formula = 38.760 N/m
sphere, site fields = 22.642 N/m
sphere, formula = 22.781 N/m
reduced mass = 20.0 u
TO frequency (chosen) = 5.000 THz
LO frequency = 7.387 THz
root of permittivity = 0: 7.387 THz
sphere-mode frequency = 6.510 THz
root of permittivity = -2: 6.510 THz
PEROVSKITE MODEL (B site displaced, charges in units of e)
driven charge = 4.00
Lorentz factors at O due to B = -0.8636, -0.8636, 2.7272
electronic relative permittivity = 3.0596
Born charge = 7.4029
Callen charge, normal slab response = 2.4196
Callen charge, formula = 2.4196
Szigeti charge, formula = 4.3894
all good
```
